# Inferring an argon plasma's effective loss length from its electron temperature: test program

```python
"""Infer the effective ion loss length of an argon plasma from its electron temperature.

Result under test: d_eff = u_B / (n_g K_iz), where
  d_eff = (volume integral of n) / (surface integral of sheath-edge density n_s),
  u_B   = sqrt(e T / M), the Bohm speed, T = electron temperature in eV,
  n_g   = gas density, K_iz = ground-state ionization rate coefficient.
The K_iz fit is adopted input data. Other material inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid
from scipy.special import exp1

e, m_e, k_B = const.e, const.m_e, const.k
ion_mass = 39.948 * const.atomic_mass
T_measured = 2.5             # eV
gas_density = 3.3e20         # m^-3
fit_prefactor, fit_power, fit_energy = 2.34e-14, 0.59, 17.44
ionization_energy = 15.76    # eV
excitation_energy = 11.55    # eV, lowest metastable level
cross_slope = 1.5e-21        # m^2/eV, rough
ion_cross_section = 1.0e-18  # m^2, rough
metastable_fraction = 1.0e-4 # of gas density, rough
tail_temperature = 2.0       # eV, rough
room_temperature, hot_temperature = 300.0, 450.0  # K


def bohm_speed(T):
    return np.sqrt(e * T / ion_mass)


def fitted_rate(T):
    return fit_prefactor * T**fit_power * np.exp(-fit_energy / T)


def loss_length(T):
    return bohm_speed(T) / (gas_density * fitted_rate(T))


def mean_speed(T):
    return np.sqrt(8 * e * T / (np.pi * m_e))


def averaged_rate(cross_section, threshold, T, T_tail=None):
    """Average sigma*v over a normalized electron energy distribution."""
    T_tail = T if T_tail is None else T_tail

    def probability(E):
        if E <= excitation_energy:
            return np.exp(-E / T)
        return np.exp(-excitation_energy / T - (E - excitation_energy) / T_tail)

    def integrate(function, start):
        edges = [start, 40.0, 150.0]
        if start < excitation_energy:
            edges.insert(1, excitation_energy)
        return sum(quad(function, a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
                   for a, b in zip(edges[:-1], edges[1:]))

    norm = integrate(lambda E: np.sqrt(E) * probability(E), 0.0)
    # Scaling the cross section keeps the integrand near unit size.
    total = integrate(lambda E: 1e20 * cross_section(E)
                      * np.sqrt(2 * e * E / m_e) * np.sqrt(E) * probability(E),
                      threshold)
    return total / norm / 1e20


def slab_profile(nu, u_B, inverse_path):
    """Return half-gap, edge-to-centre density ratio and integral(n dx)/n_s."""
    w = np.linspace(0.0, 1.0, 200001)
    nu_in = np.pi * u_B * w * inverse_path / 2
    g = nu + w**2 * (nu + nu_in)
    dx_dw = u_B * (1 - w**2) / g
    log_n = cumulative_trapezoid(-w * (2 * nu + nu_in) / g, w, initial=0)
    half_gap = trapezoid(dx_dw, w)
    length = trapezoid(np.exp(log_n - log_n[-1]) * dx_dw, w)
    return half_gap, np.exp(log_n[-1]), length


# Main inference
u_B = bohm_speed(T_measured)
K_iz = fitted_rate(T_measured)
nu = gas_density * K_iz
d_eff = loss_length(T_measured)
assert 0.18 < d_eff < 0.22

# Definition of the loss length, evaluated on ion-fluid profiles
ion_path = 1 / (gas_density * ion_cross_section)
half_gap, edge_ratio, profile_length = slab_profile(nu, u_B, 1 / ion_path)
free_half_gap, free_ratio, free_length = slab_profile(nu, u_B, 0.0)
for inverse_path in (0.0, 0.1 / ion_path, 1 / ion_path, 3 / ion_path):
    length_from_profile = slab_profile(nu, u_B, inverse_path)[2]
    assert abs(length_from_profile / d_eff - 1) < 1e-6
assert abs(free_half_gap / ((np.pi / 2 - 1) * u_B / nu) - 1) < 1e-7
assert abs(free_ratio - 0.5) < 1e-7
assert half_gap < free_half_gap


# Direct integration of continuity and momentum, with x in units of d_eff
def original_equations(x, state):
    speed, log_density = state
    drag = np.pi * speed * d_eff / (2 * ion_path)
    matrix = np.array([[1.0, speed], [speed, 1.0]])
    return np.linalg.solve(matrix, [1.0, -speed * (1.0 + drag)])


def reaches_cut(x, state):
    return state[0] - 0.95


reaches_cut.terminal = True
direct = solve_ivp(original_equations, (0, 2), [0.0, 0.0], events=reaches_cut,
                   rtol=1e-9, atol=1e-11, max_step=0.01)
assert len(direct.t_events[0]) == 1
w_cut = np.linspace(0, 0.95, 100001)
drag_cut = np.pi * u_B * w_cut / (2 * ion_path)
g_cut = nu + w_cut**2 * (nu + drag_cut)
x_cut = trapezoid(u_B * (1 - w_cut**2) / g_cut, w_cut)
log_n_cut = trapezoid(-w_cut * (2 * nu + drag_cut) / g_cut, w_cut)
assert abs(direct.t_events[0][0] * d_eff / x_cut - 1) < 1e-6
assert abs(direct.y_events[0][0][1] - log_n_cut) < 1e-5

# Temperature sensitivity
sensitivity = 0.5 - fit_power - fit_energy / T_measured
step = 1e-4
numerical_slope = (np.log(loss_length(T_measured * np.exp(step)))
                   - np.log(loss_length(T_measured * np.exp(-step)))) / (2 * step)
assert abs(numerical_slope - sensitivity) < 1e-5
d_low_T, d_high_T = loss_length(2.4), loss_length(2.6)


# Linear-threshold ionization cross section
def linear_cross_section(E):
    return cross_slope * (E - ionization_energy)


def linear_rate(T):
    return (mean_speed(T) * cross_slope * (ionization_energy + 2 * T)
            * np.exp(-ionization_energy / T))


for T in (1.5, 2.5, 4.0):
    numerical_rate = averaged_rate(linear_cross_section, ionization_energy, T)
    assert abs(numerical_rate / linear_rate(T) - 1) < 1e-6
K_linear = linear_rate(T_measured)
d_linear = u_B / (gas_density * K_linear)
assert 0.5 < K_linear / K_iz < 2.0

# Depleted electron tail: the relative change of the rate is applied to the fit
K_tail = averaged_rate(linear_cross_section, ionization_energy,
                       T_measured, tail_temperature)
tail_factor = K_tail / K_linear
d_tail = d_eff / tail_factor
assert tail_factor < 1

# Ionization of metastable atoms with the Thomson cross section
bohr_radius = const.physical_constants['Bohr radius'][0]
rydberg_eV = const.physical_constants['Rydberg constant times hc in eV'][0]
thomson_scale = 4 * np.pi * bohr_radius**2 * rydberg_eV**2
metastable_threshold = ionization_energy - excitation_energy


def thomson_cross_section(E):
    return thomson_scale * (1 / metastable_threshold - 1 / E) / E


K_metastable = averaged_rate(thomson_cross_section, metastable_threshold, T_measured)
ratio = metastable_threshold / T_measured
K_thomson_formula = (mean_speed(T_measured) * thomson_scale / T_measured**2
                     * (np.exp(-ratio) / ratio - exp1(ratio)))
assert abs(K_metastable / K_thomson_formula - 1) < 1e-6
stepwise_ratio = metastable_fraction * K_metastable / K_iz
d_metastable = d_eff / (1 + stepwise_ratio)

# Gas heating matters only if density was inferred from a room-temperature pressure
pressure = gas_density * k_B * room_temperature
hot_density = pressure / (k_B * hot_temperature)
d_hot = u_B / (hot_density * K_iz)

print(f"Electron temperature: {T_measured:.2f} eV")
print(f"Gas density: {gas_density:.2e} m^-3")
print(f"Pressure at {room_temperature:.0f} K: {pressure / const.torr * 1e3:.2f} mTorr")
print(f"Argon ion mass: {ion_mass:.4e} kg")
print(f"Bohm speed: {u_B:.1f} m/s")
print(f"Fit prefactor: {fit_prefactor:.2e} m^3/s (T in eV)")
print(f"Fit power: {fit_power:.2f} (dimensionless)")
print(f"Fit activation energy: {fit_energy:.2f} eV")
print(f"Fitted ionization rate coefficient: {K_iz:.3e} m^3/s")
print(f"Ionization frequency: {nu:.4e} s^-1")
print(f"Mean ion residence time: {1e6 / nu:.1f} microseconds")
print(f"Effective loss length: {d_eff:.4f} m = {100 * d_eff:.2f} cm")
print(f"Logarithmic temperature sensitivity: {sensitivity:.3f} (dimensionless)")
print(f"Loss length at 2.4 eV: {100 * d_low_T:.2f} cm")
print(f"Loss length at 2.6 eV: {100 * d_high_T:.2f} cm")
print(f"Ion-neutral cross section, rough: {ion_cross_section:.1e} m^2")
print(f"Ion mean free path: {1000 * ion_path:.2f} mm")
print(f"Loss length from slab profile: {100 * profile_length:.2f} cm")
print(f"Slab gap with ion collisions: {200 * half_gap:.2f} cm")
print(f"Edge/centre density with collisions: {edge_ratio:.4f} (dimensionless)")
print(f"Slab gap without ion collisions: {200 * free_half_gap:.2f} cm")
print(f"Loss length from collisionless profile: {100 * free_length:.2f} cm")
print(f"Edge/centre density without collisions: {free_ratio:.4f} (dimensionless)")
print(f"Ionization energy: {ionization_energy:.2f} eV")
print(f"Ionization cross-section slope, rough: {cross_slope:.1e} m^2/eV")
print(f"Mean electron speed: {mean_speed(T_measured):.3e} m/s")
print(f"Linear-threshold rate coefficient: {K_linear:.3e} m^3/s")
print(f"Linear-threshold/fitted rate: {K_linear / K_iz:.3f} (dimensionless)")
print(f"Loss length with linear-threshold rate: {100 * d_linear:.2f} cm")
print(f"First excitation energy: {excitation_energy:.2f} eV")
print(f"Tail temperature, rough: {tail_temperature:.2f} eV")
print(f"Rate reduction factor from depleted tail: {tail_factor:.3f} (dimensionless)")
print(f"Loss length with depleted tail: {100 * d_tail:.2f} cm")
print(f"Metastable ionization threshold: {metastable_threshold:.2f} eV")
print(f"Metastable fraction, rough: {metastable_fraction:.1e} (dimensionless)")
print(f"Metastable ionization rate coefficient: {K_metastable:.3e} m^3/s")
print(f"Stepwise/single-step ionization: {stepwise_ratio:.4f} (dimensionless)")
print(f"Loss length with metastables: {100 * d_metastable:.2f} cm")
print(f"Heated gas temperature, rough: {hot_temperature:.0f} K")
print(f"Heated gas density at same pressure: {hot_density:.2e} m^-3")
print(f"Loss length with heated gas: {100 * d_hot:.2f} cm")
print("done: every assertion held")
```

Output:

```
Electron temperature: 2.50 eV
Gas density: 3.30e+20 m^-3
Pressure at 300 K: 10.25 mTorr
Argon ion mass: 6.6335e-26 kg
Bohm speed: 2457.3 m/s
Fit prefactor: 2.34e-14 m^3/s (T in eV)
Fit power: 0.59 (dimensionless)
Fit activation energy: 17.44 eV
Fitted ionization rate coefficient: 3.753e-17 m^3/s
Ionization frequency: 1.2384e+04 s^-1
Mean ion residence time: 80.7 microseconds
Effective loss length: 0.1984 m = 19.84 cm
Logarithmic temperature sensitivity: -7.066 (dimensionless)
Loss length at 2.4 eV: 26.63 cm
Loss length at 2.6 eV: 15.12 cm
Ion-neutral cross section, rough: 1.0e-18 m^2
Ion mean free path: 3.03 mm
Loss length from slab profile: 19.84 cm
Slab gap with ion collisions: 9.34 cm
Edge/centre density with collisions: 0.1998 (dimensionless)
Slab gap without ion collisions: 22.65 cm
Loss length from collisionless profile: 19.84 cm
Edge/centre density without collisions: 0.5000 (dimensionless)
Ionization energy: 15.76 eV
Ionization cross-section slope, rough: 1.5e-21 m^2/eV
Mean electron speed: 1.058e+06 m/s
Linear-threshold rate coefficient: 6.027e-17 m^3/s
Linear-threshold/fitted rate: 1.606 (dimensionless)
Loss length with linear-threshold rate: 12.36 cm
First excitation energy: 11.55 eV
Tail temperature, rough: 2.00 eV
Rate reduction factor from depleted tail: 0.402 (dimensionless)
Loss length with depleted tail: 49.34 cm
Metastable ionization threshold: 4.21 eV
Metastable fraction, rough: 1.0e-04 (dimensionless)
Metastable ionization rate coefficient: 3.732e-14 m^3/s
Stepwise/single-step ionization: 0.0994 (dimensionless)
Loss length with metastables: 18.05 cm
Heated gas temperature, rough: 450 K
Heated gas density at same pressure: 2.20e+20 m^-3
Loss length with heated gas: 29.76 cm
done: every assertion held
```
